# Why a hole in a Mott insulator opens two low-energy states

## Definitions and conventions

Consider a cluster of $N$ sites with one orbital each and the Hamiltonian

$$H=T+UD,\qquad T=-t\sum_{\langle ij\rangle\sigma}\left(c^\dagger_{i\sigma}c_{j\sigma}+c^\dagger_{j\sigma}c_{i\sigma}\right),\qquad D=\sum_i n_{i\uparrow}n_{i\downarrow}.$$

Here $t>0$, and $D$ counts doubly occupied sites (doublons). The expansion in $t/U$ used below assumes a repulsion $U$ much larger than the bandwidth. There are $N_e=N-N_h$ electrons, so the doping is $x=N_h/N$.

Adding an electron to the state $|\psi\rangle$ reaches final states $|m\rangle$ with weight $\sum_{i\sigma}|\langle m|c^\dagger_{i\sigma}|\psi\rangle|^2$. Summing over all $m$ and using $c_{i\sigma}c^\dagger_{i\sigma}=1-n_{i\sigma}$ gives

$$\text{total addition}=2N-N_e=N+N_h,\qquad \text{total removal}=N_e=N-N_h.$$

These totals hold for any interaction. The interaction decides how the addition weight divides between the two sides of the gap. Let $L$ be the part that reaches final states below the gap, those that evolve from $D=0$ as $t/U$ grows from zero. The result derived below is

$$L=2N_h-\frac{2K}{U}+O(t^2/U^2),$$

where $K$ is the hopping energy of the holes, negative in the ground state. The value $2x$ per site is thus the limit $t/U\to0$, and hopping raises it.

## Reference: a rigid band gives one state per hole

Let a valence band of $N$ spin-orbitals be full, and remove $N_h$ electrons. For independent electrons the final states are reached by filling one empty orbital $a$, with amplitude $u_a^*(i\sigma)$. Its weight is $\sum_{i\sigma}|u_a(i\sigma)|^2=1$ by normalization. There are $N_h$ empty valence orbitals, so $L=N_h$, or $x$ per site. The conduction band keeps its weight.

The argument is unchanged if the gap comes from a fixed staggered potential of opposite sign for the two spins, as in a rigid antiferromagnetic mean field. A gap and magnetic order are therefore not enough to give $2x$.

## First contribution: counting without double occupancy

Now let $|\phi\rangle$ be any state with $D=0$, and let $P_k$ project onto $D=k$. An added electron stays at low energy if it lands on an empty site:

$$\sum_{i\sigma}\|P_0c^\dagger_{i\sigma}\phi\|^2=\sum_{i\sigma}\langle(1-n_{i\uparrow})(1-n_{i\downarrow})\rangle=2N_h.$$

The factor 2 is the choice of spin. Each of the $N-N_h$ singly occupied sites accepts one more electron, of the opposite spin, at cost $U$. The sum $2N_h+(N-N_h)=N+N_h$ agrees with the sum rule.

The bookkeeping per hole shows the difference from a semiconductor. Before doping, a site offers one removal state and one addition state near $U$. Emptying the site destroys both and creates two low-energy addition states. In the rigid band only the removal state is converted.

## Second contribution: interference through a virtual doublon

### Dressing the states

Split the hopping by its effect on $D$: $T=T_0+T_1+T_{-1}$, with $[D,T_k]=kT_k$. Define

$$S=\frac{T_1-T_{-1}}{U}.$$

Since $T_1^\dagger=T_{-1}$, $S$ is anti-Hermitian and $e^S$ is unitary. From $[T_1,D]=-T_1$ and $[T_{-1},D]=T_{-1}$ follows $[S,UD]=-T_1-T_{-1}$, so

$$e^SHe^{-S}=UD+T+[S,UD]+O(t^2/U)=UD+T_0+O(t^2/U).$$

The remaining terms that change $D$ are removed by corrections to $S$ of order $t^2/U^2$, which affect $L$ at that order. A low-energy state is therefore $|\psi\rangle=e^{-S}|\phi\rangle$ with $D=0$ in $|\phi\rangle$. The low-energy final states have the same form, which gives

$$L=\sum_{i\sigma}\|P_0\,e^Sc^\dagger_{i\sigma}e^{-S}\phi\|^2,\qquad e^Sc^\dagger_{i\sigma}e^{-S}=c^\dagger_{i\sigma}+[S,c^\dagger_{i\sigma}]+\dots$$

### The first-order amplitude

The correction is $P_0Sc^\dagger_{i\sigma}\phi-P_0c^\dagger_{i\sigma}S\phi$. In the first term $P_0T_1=0$, because $T_1$ leaves at least one doublon. In the second, $T_{-1}\phi=0$ and $T_1\phi$ contains a doublon that adding an electron cannot remove, so $P_0$ gives zero. What remains is

$$P_0[S,c^\dagger_{i\sigma}]\phi=-\frac1U P_0T_{-1}c^\dagger_{i\sigma}\phi.$$

The electron lands on an occupied site, and the doublon decays into a neighbouring hole. The same final state can be reached by direct addition to a hole, so the two amplitudes interfere:

$$L=2N_h-\frac2U\,\mathrm{Re}\sum_{i\sigma}\langle\phi|c_{i\sigma}P_0T_{-1}c^\dagger_{i\sigma}|\phi\rangle+O(t^2/U^2).$$

### The cross term is the hopping energy

A doublon forms at $i$ if the site already held spin $\bar\sigma$, opposite to $\sigma$. Then $T_{-1}$ moves one of its two electrons to an empty neighbour $j$. If the $\sigma$ electron moves, $c_{i\sigma}$ gives zero. If the $\bar\sigma$ electron moves,

$$c_{i\sigma}\left(-t\,c^\dagger_{j\bar\sigma}c_{i\bar\sigma}\right)c^\dagger_{i\sigma}\phi=-t\,c^\dagger_{j\bar\sigma}c_{i\bar\sigma}\,c_{i\sigma}c^\dagger_{i\sigma}\phi=-t\,c^\dagger_{j\bar\sigma}c_{i\bar\sigma}\phi.$$

Passing $c_{i\sigma}$ through two fermion operators costs no sign, and $c_{i\sigma}c^\dagger_{i\sigma}=1$ because $i$ held no $\sigma$ electron. Summed over $i$, $\sigma$ and $j$, this is every hop of an electron into a hole, which is $T_0$ acting within $D=0$. Hence

$$L=2N_h-\frac{2K}{U}+O(t^2/U^2),\qquad K=\langle\phi|T_0|\phi\rangle.$$

$T_0$ has zero trace in the $D=0$ space. With mobile holes its lowest eigenvalue is therefore negative, and at large $U$ the ground state takes that value. The interference is then constructive. In a state with $K>0$ it is destructive, and $L$ falls below $2N_h$.

### Where the extra weight comes from

Total addition is fixed by $N_e$, so the upper addition band must pay:

$$\text{upper addition}=N-N_h+\frac{2K}{U}+O(t^2/U^2).$$

Removal hardly takes part. Its first-order amplitude into $D=1$ is $P_1(T_1c_{i\sigma}-c_{i\sigma}T_1)\phi/U$. Take a hop in $T_1$ from $j$ to $k$:

- If $i$ is neither site, the two orders cancel.
- If $i=j$, both vanish: the electron is either already removed or already gone.
- If $i=k$, neither order leaves a doublon.

The amplitude into $D=1$ thus has no term of first order. Reaching $D=2$ takes at least two doublon-creating hops, so that amplitude has none either. Both are at most of order $t^2/U^2$, and the high-energy removal weight is at most of order $t^4/U^4$.

## A case solved in full: the dimer

Put one spin-up electron in the bonding orbital $b$ of two sites, and let $a$ be the antibonding orbital. Summing over sites equals summing over $a$ and $b$.

- Adding spin up to $a$ gives a triplet: low weight 1.
- Adding spin down to $a$ gives half triplet and half an odd combination of doubly occupied sites at energy $U$: low weight $1/2$.
- Adding spin down to $b$ gives $(|C\rangle+|I\rangle)/\sqrt2$, where $C$ is the singlet with one electron per site and $I$ the even combination of doubly occupied sites.

In the basis $(C,I)$ the Hamiltonian is

$$\begin{pmatrix}0&-2t\\-2t&U\end{pmatrix}.$$

Its lower state is $\cos\theta\,|C\rangle+\sin\theta\,|I\rangle$ with $\tan2\theta=4t/U$. The third low weight is $(\cos\theta+\sin\theta)^2/2=(1+\sin2\theta)/2$. Adding the three,

$$L=2+\tfrac12\sin2\theta=2+\frac{2t}{\sqrt{U^2+16t^2}}.$$

For $t\ll U$ this is $2+2t/U$, as the general formula gives with $K=-t$. At $U/t=10$ it is 2.186 against 2.200 to first order. As $U\to0$ the expression tends to 2.5, but the triplet and the odd state then merge and "low energy" loses its meaning. The same limit applies to larger clusters: the counting needs a gap.

## Open chains: the size of $K$

At large $U$ electrons on an open chain cannot pass one another. The spin sequence is frozen, and the charges hop like spinless fermions with levels $-2t\cos[\pi m/(N+1)]$. The levels sum to zero, so filling the lowest $N-N_h$ gives minus the sum of the highest $N_h$:

$$K=-2t\sum_{m=1}^{N_h}\cos\frac{\pi m}{N+1}.$$

For a long chain the sum becomes $K/N=-2t\int_0^x\cos(\pi u)\,du=-(2t/\pi)\sin\pi x$, and

$$\frac LN=2x+\frac{4t}{\pi U}\sin\pi x+O(t^2/U^2)\;\longrightarrow\;2x\left(1+\frac{2t}{U}\right)\quad\text{for small }x.$$

## Weighing the contributions on six sites

Take $N=6$, one hole, $t=0.10$ eV and $U=1.0$ eV. Then $K=-0.20\cos(\pi/7)=-0.180$ eV, and to first order $L=2+2(0.180)/1.0=2.36$. Full diagonalization of the cluster gives $L=2.45$. The weights, in states per cluster, are:

| | removal | low addition | upper addition |
|---|---|---|---|
| undoped | 6 | 0 | 6 |
| one hole | 5 | 2.45 | 4.55 |
| rigid band, one hole | 5 | 1 | 6 |

The upper band loses 1.45 states: 1 from counting and 0.45 from hopping. The low poles lie 0.14 to 0.27 eV above the doped ground state and the upper ones start at 0.91 eV, so the division is unambiguous.

Here $U$ is only 2.5 times the long-chain bandwidth $4t$, and the first-order term misses 0.09 of the 0.45 gain, or 20%. Diagonalization at larger $U/t$ shows how this error shrinks:

| $U/t$ | $L$ | first order |
|---|---|---|
| 10 | 2.450 | 2.360 |
| 20 | 2.204 | 2.180 |
| 40 | 2.096 | 2.090 |

The difference falls about fourfold per doubling of $U/t$, as a second-order remainder should.

The sign of the interference can be seen in the highest state of the same low-energy manifold, where $K=+1.80\,t$ at large $U$. Diagonalization at $U/t=200$ and 400, extrapolated to $t/U=0$, gives a slope of $L$ against $t/U$ of $-3.60$; in the ground state it is $+3.60$. Both equal $-2K/t$.

At the same $x=1/6$, the long chain has $L/N=0.333+0.064=0.397$ to first order. The six-site value at that order is $2.36/6=0.393$, so at first order the finite length changes $L/N$ by only 0.004. The terms beyond first order change the six-site value by more, bringing it to 0.408; their dependence on length is not computed here.

## Beside a real material

The parameters are rough values in the regime of half-filled organic molecular Mott chains such as ET-F2TCNQ. The hopping may well be smaller in a given crystal; at fixed $U$, halving it halves the first-order gain. The doping of 1/6 is set by the cluster and is high for such a crystal. Real chains break the assumption of purely on-site repulsion: a neighbour repulsion of 0.10 eV, included in the diagonalization, raises $L$ by 0.03. A second-neighbour hopping of 0.01 eV, with the same sign as $t$, raises it by 0.04. Thermal averaging at 300 K with the electron number fixed lowers it by 0.04. At $t=0.10$ eV each shift is below a tenth of the 0.45 gain. With smaller hopping temperature matters more: at $t=0.05$ eV the thermal shift is still about 0.04, while the gain is only 0.20. Lattice vibrations, further orbitals and disorder are not sized.

The one-orbital assumption matters more in charge-transfer insulators, where holes enter filled ligand orbitals. If those orbitals were decoupled from the correlated sites, the rigid-band argument would apply to them and each hole would open one state. An excess over $x$ then depends on the coupling between ligand and correlated site, which this model does not contain.
